# Acid-count noise from Poisson photon absorption and random acid yield

## The question

A chemically amplified resist is exposed at a wavelength of 13.5 nm. Near the edge of a printed feature, a column of resist 10 nm by 10 nm wide and 40 nm deep absorbs only about a hundred photons. Each absorbed photon releases electrons, and these convert acid-generator molecules into acid. One photon may yield six acids and the next none. The acid count therefore varies between columns that received the same nominal dose, and a column with too little acid may become a defect.

Two sources of randomness act here: the number of photons and the yield of each. Their joint effect is

$$\frac{\mathrm{Var}\,A}{\langle A\rangle^2}=\frac{1+v/m^2}{N},\tag{1}$$

where $A$ is the acid count, $N$ the mean number of absorbed photons, and $m$ and $v$ the mean and variance of the acids per absorbed photon. The left side is called the relative variance; its square root is the relative standard deviation. Angle brackets denote averages over many equivalent columns.

The assumptions are:

- The number $K$ of absorbed photons is Poisson with mean $N>0$.
- The yields $X_1,X_2,\dots$ are independent of one another and of $K$, and follow one law with $m>0$ and finite $v$.
- $A=X_1+\dots+X_K$, with $A=0$ when $K=0$. Acids are counted as generated, before quenching or diffusion.

## Absorbed photons are Poisson

Let the number of photons incident on the column be Poisson with mean $\Lambda$, and let each be absorbed independently with probability $f$. For a single pass through a film of thickness $d$ and absorption coefficient $\alpha$, without reflection, $f=1-e^{-\alpha d}$. To find $k$ absorbed photons, sum over all incident numbers $n\ge k$:

$$P(K=k)=\sum_{n\ge k}e^{-\Lambda}\frac{\Lambda^n}{n!}\,\frac{n!}{k!\,(n-k)!}f^k(1-f)^{n-k}.$$

The factor $n!$ cancels. With $r=n-k$ and $\Lambda^n=\Lambda^k\Lambda^r$,

$$P(K=k)=e^{-\Lambda}\frac{(f\Lambda)^k}{k!}\sum_{r\ge0}\frac{[(1-f)\Lambda]^r}{r!}=e^{-f\Lambda}\frac{(f\Lambda)^k}{k!}.$$

So $K$ is Poisson with $N=f\Lambda$. In $\langle K(K-1)\rangle$ the factor $k(k-1)$ cancels the first two factors of $k!$, which leaves $N^2$ times a normalized sum. Hence

$$\langle K(K-1)\rangle=N^2,\qquad \mathrm{Var}\,K=N^2+N-N^2=N.\tag{2}$$

## Variance of the acid count

Fix $K=k$ first. The mean of $A$ is $km$. Its square contains $k$ terms $X_i^2$, each with mean $v+m^2$, and $k(k-1)$ terms $X_iX_j$ with $i\neq j$, each with mean $m^2$ by independence:

$$\langle A^2\rangle_k=k(v+m^2)+k(k-1)m^2=kv+k^2m^2.$$

Now average over $K$. This gives $\langle A\rangle=m\langle K\rangle$ and $\langle A^2\rangle=v\langle K\rangle+m^2\langle K^2\rangle$. Subtracting $m^2\langle K\rangle^2$,

$$\mathrm{Var}\,A=v\langle K\rangle+m^2\,\mathrm{Var}\,K.\tag{3}$$

For Poisson $K$, both $\langle K\rangle$ and $\mathrm{Var}\,K$ equal $N$, so

$$\mathrm{Var}\,A=N(v+m^2)=N\langle X^2\rangle .\tag{4}$$

Division by $\langle A\rangle^2=N^2m^2$ gives (1). No step required $N$ to be large.

## What the formula says

The term $1/N$ is photon noise, and $v/(m^2N)$ is yield noise. The column behaves, as far as relative variance is concerned, as if it had absorbed $N/(1+v/m^2)$ photons of fixed yield.

**Fixed yield.** If $v=0$, the relative variance is $1/N$, however many acids each photon makes.

**Yield zero or one.** Then $X^2=X$, so $\langle X^2\rangle=m$ and the relative variance is $1/(Nm)$, the value for a Poisson acid count. For any integer yield $X^2\ge X$, so $1/(Nm)$ is a lower limit.

**Higher yield.** Multiplying every yield by a constant $c$ multiplies $v$ and $m^2$ by $c^2$ and leaves (1) unchanged at fixed $N$. If the dose is instead lowered to keep the mean acid number $a=Nm$ fixed, the relative variance is $m(1+v/m^2)/a$. At fixed $v/m^2$ it then grows in proportion to $m$: the more productive resist is noisier because it uses fewer photons.

**Photons that yield nothing.** These may be kept or dropped, provided $N$, $m$ and $v$ follow the same convention. If a fraction $p_0$ yields nothing and is dropped, $N$ becomes $N(1-p_0)$, while $m$ and $\langle X^2\rangle$ are each divided by $1-p_0$. In $\langle X^2\rangle/(Nm^2)$ these factors cancel.

Two assumptions deserve a check before (1) is used.

*Poisson photon number.* Suppose $K$ were binomial, with 40 trials of probability 0.5, so that its mean is 20 and its variance 10. With $m=3$ and $v=3.8$, (3) gives $(20\times3.8+10\times9)/60^2=0.0461$, which explicit summation of the distribution confirms. Equation (1) would give 0.0711.

A drifting dose errs the other way. Let the Poisson mean itself vary, with average $N$ and relative standard deviation $\delta$. Then $\langle K(K-1)\rangle=N^2(1+\delta^2)$, so $\mathrm{Var}\,K=N+\delta^2N^2$, and (3) adds $\delta^2$ to the relative variance.

*Independent yields.* If every pair of yields in a column has covariance $c$, the second moment gains $\langle K(K-1)\rangle c=N^2c$, and the relative variance gains $c/m^2$. Neither this term nor $\delta^2$ falls as $N$ rises.

## Worked example

The local dose is 10 mJ/cm², or $10^{-16}$ J/nm². At 91.84 eV per photon this is 6.796 photons/nm², hence $\Lambda=679.6$ on the 100 nm² column. With $\alpha=0.005$ nm⁻¹ and $d=40$ nm,

$$f=1-e^{-0.2}=0.1813,\qquad N=679.6\times0.1813=123.2 .$$

The yield law is a chosen one: the probabilities of 0 to 6 acids are 0.15, 0.10, 0.15, 0.20, 0.15, 0.10 and 0.15. It is symmetric about 3, so $m=3$, and

$$v=2\,(0.15\times3^2+0.10\times2^2+0.15\times1^2)=3.8,\qquad \frac{v}{m^2}=0.422 .$$

The mean acid count is $123.2\times3=369.6$, and

$$\frac{\mathrm{Var}\,A}{\langle A\rangle^2}=\frac{1.422}{123.2}=0.01154 .$$

The relative standard deviation is 10.7 %, or about 40 acids. Photon noise alone would give 9.0 %, and a Poisson acid count 5.2 %. The effective photon number is 87.

As a test of (1), the distribution of $A$ was built by adding up the repeated convolutions of the yield law, weighted by the Poisson probabilities. This was done for four yield laws, each at $N=0.7$, 9, 60 and 123.2. The largest relative deviation from (1) was $3.5\times10^{-14}$.

## Rare columns with little acid

The variance describes typical scatter. A rare event depends on the whole distribution, which follows from the generating function. Let $p_j$ be the probability of $j$ acids from one photon, and $g(s)=\sum_jp_js^j$. For $k$ independent photons $\langle s^A\rangle_k=g(s)^k$, so

$$G(s)=\langle s^A\rangle=\sum_{k\ge0}e^{-N}\frac{[Ng(s)]^k}{k!}=e^{N[g(s)-1]} .\tag{5}$$

Differentiation gives $G'=Ng'G$. Comparing the coefficients of $s^{n-1}$ on both sides yields a recursion for $P(n)$, the probability of $n$ acids:

$$nP(n)=N\sum_{j=1}^{n}j\,p_j\,P(n-j),\qquad P(0)=e^{-N(1-p_0)} .\tag{6}$$

All its terms are non-negative, so small probabilities are not lost by cancellation.

As an illustrative defect criterion, take a column with at most half the mean acid count, that is, at most 184 acids. Four descriptions with the same mean give:

- full distribution: $9.4\times10^{-8}$;
- Gaussian with the same variance, integrated up to 184.5, midway between the counts 184 and 185: $1.6\times10^{-6}$;
- fixed yield of three acids: $4.1\times10^{-10}$;
- Poisson acid count: $8\times10^{-27}$.

The direct convolution and the recursion (6) agree on the first value. Among $10^9$ such columns the expected number below threshold is 94; the Gaussian predicts about 1600. Neglecting the yield spread lowers the probability by a factor of about 230 at this threshold, although it lowers the standard deviation only from 10.7 % to 9.0 %. At thresholds within three acids of this one the factor lies between about 160 and 330, because a fixed yield of three allows only multiples of three.

When only $m$, $v$ and $N$ are known, a safe upper bound is still available. For $t\ge0$, the quantity $e^{t(a-A)}$ is at least 1 whenever $A\le a$, so its average is at least $P(A\le a)$. Setting $s=e^{-t}$ in (5), and using $e^{-y}\le1-y+y^2/2$ for $y\ge0$,

$$P(A\le a)\le e^{ta}\,e^{N(\langle e^{-tX}\rangle-1)}\le \exp\!\left[-t(Nm-a)+\tfrac12t^2N\langle X^2\rangle\right].$$

For $a<Nm$ the exponent is smallest at $t=(Nm-a)/(N\langle X^2\rangle)$, which gives

$$P(A\le a)\le\exp\!\left[-\frac{(\langle A\rangle-a)^2}{2\,\mathrm{Var}\,A}\right].\tag{7}$$

Here the bound is about $2\times10^{-5}$, some 200 times the full value. It guards against underestimation but does not estimate the rate.

## Spreading of acids across the column boundary

Electrons travel before they make acid, so acids cross the column boundary in both directions. Assume that photons are absorbed uniformly over a wide area, with $N/L^2$ per unit area for a column of side $L$. Let each acid be displaced independently by a Gaussian of width $\sigma$ along each lateral axis.

Let $w(\mathbf r)=p(x)p(y)$ be the probability that an acid from a photon at $\mathbf r$ lands in the column, where $p$ is the one-axis probability. Let $Y$ be the number of that photon's acids that land there. Each acid lands with probability $w$ and each ordered pair with $w^2$, so

$$\langle Y^2\rangle_{\mathbf r}=\langle X(X-1)\rangle w^2+m\,w .$$

Photon positions are independent, so (4) applies with $Y$ in place of $X$:

$$\mathrm{Var}\,A=\frac{N}{L^2}\int d^2r\,\left[\langle X(X-1)\rangle w^2+m\,w\right].$$

Since $\int p\,dx=L$, the second term gives $Nm$, and the mean count is unchanged. Writing $\int p^2dx=qL$,

$$\frac{\mathrm{Var}\,A}{\langle A\rangle^2}=\frac{1+q^2\langle X(X-1)\rangle/m}{Nm}.\tag{8}$$

To find $q$, write $p(x)$ as the integral of the Gaussian over landing points $u$ in the column. Then $p^2$ contains two landing points $u$ and $u'$. Integrating over $x$ leaves a Gaussian of variance $2\sigma^2$ in $z=|u-u'|$. Pairs with separation $z$ carry weight $2(L-z)$, so

$$qL=2\int_0^L(L-z)\frac{e^{-z^2/4\sigma^2}}{2\sigma\sqrt\pi}\,dz .$$

The part with $L$ gives $L\,\mathrm{erf}(L/2\sigma)$, and the part with $z$ integrates directly:

$$q=\mathrm{erf}\!\left(\frac{L}{2\sigma}\right)-\frac{2\sigma}{L\sqrt\pi}\left(1-e^{-L^2/4\sigma^2}\right).$$

For $\sigma\to0$, $q\to1$ and (8) returns to (1), because $\langle X(X-1)\rangle+m=v+m^2$. For $\sigma\gg L$, $q\to0$ and the relative variance approaches $1/(Nm)$, since acids of one photon seldom share a column.

With $\sigma=2$ nm, $q=0.774$. Here $\langle X(X-1)\rangle=3.8+9-3=9.8$, and (8) gives 0.00801, which is 31 % below (1). A simulation of 8000 columns with randomly placed photons and displaced acids gave 0.00816, which is 1.9 % above (8); the standard sampling error is about 1.6 %. The low-acid probability falls to $9.3\times10^{-11}$, about a thousandfold.

The reduction rests on independent displacements. If all acids of a photon moved together, then $\langle Y^2\rangle_{\mathbf r}=\langle X^2\rangle w$, and the integral would return (4) unchanged.

## Depletion of acid generator

A generator molecule can give one acid. Let the column hold $S$ molecules, let each acid-forming event pick one at random, and let a repeated pick give nothing. After $A$ events a given molecule is unused with probability $(1-1/S)^A$, and two given molecules are both unused with probability $(1-2/S)^A$. Summing over molecules and ordered pairs, and averaging with (5), the unused number $U$ obeys

$$\langle U\rangle=S\,G(1-1/S),\qquad\langle U(U-1)\rangle=S(S-1)\,G(1-2/S).$$

The acid count $S-U$ has mean $S-\langle U\rangle$ and variance $\langle U(U-1)\rangle+\langle U\rangle-\langle U\rangle^2$.

For 0.4 molecules/nm³, $S=1600$. The mean falls from 369.6 to 329.7 acids, and the relative variance to 0.00939, a reduction of 19 %. Yet the probability of at most 184 acids rises eightfold, to $7.6\times10^{-7}$. The threshold was held fixed, and the mean has moved towards it. In standard deviations the distance shrinks only from 4.67 to 4.56, which would change a Gaussian tail by less than a factor of two; the rest comes from the changed shape of the distribution. At a fixed acid threshold, a smaller relative variance therefore does not guarantee fewer defects. If the threshold were instead half the new mean, 164 acids, the probability would be $1.5\times10^{-8}$, lower than without depletion.

## Use for real resists

The dose, film thickness, absorption and blur are rough values for an organic chemically amplified resist at this wavelength; a mean yield of a few acids per photon is also of the right size. The generator density stands for a heavily loaded resist. With fewer molecules and the same number of acid-forming events per photon, depletion is much stronger: at 0.2 per nm³ the same formulas lower the relative variance by 34 %, and at 0.1 per nm³ by 57 %. In a real resist the yield per photon generally falls with lower loading; if the events scaled with the number of molecules, the fraction used up would stay about the same, so these two figures describe the model at fixed $m$. The shape of the yield law is an assumption, and $m$ and $v$ alone do not fix the tail. Real resists break the assumptions of a closed column and an unlimited generator supply. For these parameters, taken one at a time, blur lowers the relative variance by 31 % and depletion by 19 %; their joint effect was not calculated. A dose drift of 1 % adds 0.0001. Random placement of generator molecules would add about $1/S=0.0006$ if the acid count were proportional to the number of molecules present. In the depletion model above, where the number of events does not depend on the number of molecules, a Poisson-distributed $S$ adds only about $7\times10^{-6}$ at mean 1600, and about $4\times10^{-4}$, against $1/S=0.0025$, at mean 400. Which case a real resist approaches depends on how its yield follows the local loading.

Equation (1) is thus a fair first estimate of acid scatter when the column is many blur widths wide and few generators are used up. For the yield law used here, (8) lies 31 % below (1) at five blur widths and about 8 % below it at twenty. The low-acid probability is far more sensitive: in the example, with the threshold fixed at 184 acids, depletion raises it eightfold and blur lowers it about a thousandfold. The figure of 94 columns in $10^9$ is a property of this model, not a forecast of printed defects, which also depend on quencher, acid diffusion and development. The numerical output lists the main values of the worked example.

## Computed values

```
wavelength: 13.5 nm; photon energy: 91.84 eV
local dose: 10.0 mJ/cm2
column side: 10.0 nm; film thickness: 40.0 nm
absorption coefficient: 0.005 per nm
incident photons per area: 6.796 per nm2
incident photons on column: 679.6
absorbed fraction: 0.1813
mean absorbed photons N: 123.19
yield probabilities for 0..6 acids: [0.15, 0.1, 0.15, 0.2, 0.15, 0.1, 0.15]
yield mean m: 3.000 acids; variance v: 3.800 acids^2
v/m^2: 0.4222
mean acids: 369.6; standard deviation: 39.71
photon part 1/N: 0.008117
yield part v/(m^2 N): 0.003427
relative variance, formula: 0.011545
relative variance, convolution: 0.011545
relative standard deviation: 10.74 %
photon noise alone: 9.01 %
if acids were Poisson: 5.20 %
effective photon number: 86.62
relative variance, all yields doubled: 0.011545
largest relative error of formula in tests: 3.5e-14
binomial K (mean 20, var 10), direct: 0.04611
binomial K, Poisson formula (wrong): 0.07111
low-acid threshold: 184 acids
P(at or below threshold), full law: 9.367e-08
same, by recursion: 9.367e-08
same, Gaussian of equal variance: 1.576e-06
same, fixed yield of 3: 4.064e-10
same, Poisson acids: 7.977e-27
expected low columns in 1e9, full law: 93.7
expected low columns in 1e9, Gaussian: 1575.6
blur width: 2.0 nm; pair factor q per axis: 0.7744
relative variance with blur: 0.008006
same, simulated: 0.008156
change of relative variance by blur: -30.7 %
P(at or below threshold) with blur: 9.278e-11
generator density: 0.4 per nm3; sites S: 1600
mean acids with saturation: 329.7
relative variance with saturation: 0.009393
change by saturation: -18.6 %
P(at or below threshold) with saturation: 7.573e-07
random site placement adds about 1/S: 0.000625
dose drift: 1.0 % rms; adds: 0.000100
```
